\section*{Why valley splitting in a hard-wall silicon-like well oscillates with width}

\section{The chain and its walls}

Q: I compare silicon wells that differ by one atomic layer, and the splitting of the lowest valley doublet can change severalfold. What is the smallest model in which I can follow this?

A: A chain with one orbital per layer, spacing $d$, site energy $\varepsilon$, and hopping $t_1$ to first and $t_2>0$ to second neighbours. Using $\cos 2kd=2\cos^2kd-1$, its band is
\begin{align}
E(k)&=\varepsilon+2t_1\cos kd+2t_2\cos 2kd\\
&=4t_2\Big(\cos kd+\frac{t_1}{4t_2}\Big)^2+\varepsilon-2t_2-\frac{t_1^2}{4t_2}.
\end{align}
If $|t_1|<4t_2$, the square vanishes at two points $\pm k_0$. I write $\theta=k_0d$, with $\cos\theta=-t_1/(4t_2)$ and $0<\theta<\pi$, and choose $\varepsilon=2t_2+4t_2\cos^2\theta$ to put the minima at zero energy:
\begin{equation}
E(k)=4t_2(\cos kd-\cos\theta)^2 .
\end{equation}
Near $k_0$ the bracket is $-\sin\theta\,(k-k_0)d$. Comparison with $\hbar^2(k-k_0)^2/2m$ gives the mass,
\begin{equation}
\frac{\hbar^2}{md^2}=8t_2\sin^2\theta .
\label{mass}
\end{equation}

Q: What is a hard wall here?

A: The hopping is cut and the end sites keep the energy $\varepsilon$. Continue a bulk solution $\psi_n$ beyond site 1. The equation at site 2 lacks the term $t_2\psi_0$, so $\psi_0=0$. The equation at site 1 lacks $t_1\psi_0+t_2\psi_{-1}$, so $\psi_{-1}=0$ too. The same holds at the other end. For $N$ sites, measured from the centre in layers, the amplitude vanishes at $|x|=(M\mp1)/2$ with $M=N+2$. The effective walls lie midway between these zeros, and the effective width is $W=Md$.

\section{The two lowest levels}

Q: How do you find the levels with two valleys and two zeros at each end?

A: At energy $E$ the band allows $\cos kd=\cos\theta\pm\delta$ with $\delta=\sqrt{E/4t_2}$. Call the two positive solutions for $kd$ $K-q$ and $K+q$. Half the sum and half the difference of their cosines give
\begin{equation}
\cos K\cos q=\cos\theta,\qquad \sin K\sin q=\delta,
\label{Kq}
\end{equation}
so $E=4t_2\sin^2K\sin^2q$. An even state is $A\cos[(K-q)x]+B\cos[(K+q)x]$. With $L_\mp=(M\mp1)/2$, the two zeros allow nonzero $A,B$ if
\begin{equation}
\cos[(K-q)L_-]\cos[(K+q)L_+]=\cos[(K-q)L_+]\cos[(K+q)L_-].
\end{equation}
Turn each product into a sum of cosines. On the left the arguments add to $MK+q$ and differ by $K+Mq$; on the right they add to $MK-q$ and differ by $K-Mq$. Hence
\begin{align}
0&=\cos(MK+q)-\cos(MK-q)+\cos(K+Mq)-\cos(K-Mq)\nonumber\\
&=-2\sin MK\sin q-2\sin K\sin Mq .
\end{align}
For odd states sines replace cosines. Since $2\sin a\sin b=\cos(a-b)-\cos(a+b)$, the first two terms change sign. Together,
\begin{equation}
\frac{\sin Mq}{\sin q}=\mp\frac{\sin MK}{\sin K}\qquad(\text{upper sign: even}).
\label{quant}
\end{equation}
No approximation has been made. Levels from direct diagonalization satisfy this condition to rounding error, for three valley positions and four widths.

Q: What does it say about the splitting?

A: Take $M$ large at fixed $\theta$. For $q$ well below $\pi/M$ the left side is of order $M$, while the right side is at most $1/\sin K$ in size. The first root of each parity therefore lies near $\pi/M$. Put $q=\pi/M+\eta$ and $S=\sin MK/\sin K$. Then $\sin Mq=-\sin M\eta\simeq-M\eta$ and $\sin q\simeq\pi/M$, so
\begin{equation}
-M\eta\simeq\mp\frac{\pi}{M}S\quad\Rightarrow\quad \eta\simeq\pm\frac{\pi S}{M^2}.
\label{eta}
\end{equation}
To leading order $K=\theta$ and $E=4t_2\sin^2\theta\,q^2$. The squares differ by
\begin{equation}
q_{\rm e}^2-q_{\rm o}^2=(q_{\rm e}-q_{\rm o})(q_{\rm e}+q_{\rm o})\simeq\frac{2\pi S}{M^2}\,\frac{2\pi}{M},
\end{equation}
and with $S\simeq\sin M\theta/\sin\theta$ and Eq.~(\ref{mass}),
\begin{equation}
E_{\rm e}-E_{\rm o}\simeq\frac{16\pi^2t_2\sin\theta}{M^3}\sin M\theta
=\frac{2\pi^2\hbar^2d}{mW^3\sin\theta}\,\sin k_0W .
\label{lead}
\end{equation}
The valley splitting is the modulus. The sign tells which parity lies higher.

Q: How good is the leading order near a zero of the sine?

A: There a small phase error matters. From Eq.~(\ref{Kq}), $\cos K\simeq\cos\theta\,(1+q^2/2)$, so $K\simeq\theta-\tfrac12q^2\cot\theta$. With $q\simeq\pi/M$,
\begin{equation}
\sin M\theta\ \to\ \sin\!\Big(M\theta-\frac{\pi^2\cot\theta}{2M}\Big).
\label{phase}
\end{equation}
This is the whole correction of relative order $1/M$. Keeping $\eta$ in $\sin q$ multiplies Eq.~(\ref{eta}) by $1\pm S/M$, but these changes of $\eta$ are equal for the two parities and drop out of $q_{\rm e}-q_{\rm o}$. They alter $q_{\rm e}+q_{\rm o}$, the value of $S$ differs between the parities, and $E(q)$ is not purely quadratic; each of these effects is at most of order $1/M^2$ relative to the envelope.

Q: Can the splitting vanish?

A: Yes, if $\sin Mq$ and $\sin MK$ vanish together, since both signs of Eq.~(\ref{quant}) then hold. With $q=\pi/M$ and $K=j\pi/M$ this needs
\begin{equation}
\cos\theta=\cos\frac{\pi}{M}\cos\frac{j\pi}{M},\qquad j=2,\dots,M-2 .
\end{equation}
At $M=40$, $j=17$ the numerical gap is zero to rounding. Since $M$ is an integer, a given $\theta$ generally gives near misses.

\section{What a wall does}

Q: The algebra gives a cube and a sine. What is the electron doing?

A: Let $s$ be the distance from an effective wall in layers, so that the zeros are at $s=\pm\frac12$. Close to it,
\begin{equation}
\psi=e^{i\theta s}(a_++b_+s)+e^{-i\theta s}(a_-+b_-s).
\end{equation}
Multiply the condition at $s=\frac12$ by $e^{i\theta/2}$ and that at $s=-\frac12$ by $e^{-i\theta/2}$:
\begin{align}
e^{i\theta}(a_++\tfrac12b_+)+a_-+\tfrac12b_-&=0,\\
e^{-i\theta}(a_+-\tfrac12b_+)+a_--\tfrac12b_-&=0.
\end{align}
Subtracting removes $a_-$ and leaves
\begin{equation}
a_+=\frac{i}{2\sin\theta}\,(\cos\theta\,b_++b_-).
\label{mix}
\end{equation}
The value of one valley's envelope is tied to the slope of the other's. That is the valley coupling.

For the whole well write $\psi=g_+e^{ik_0x}+g_-e^{-ik_0x}$, with $x$ now a length. At a wall at $x_w$, Eq.~(\ref{mix}) becomes
\begin{equation}
g_+=i\ell\,(\cos\theta\,g_+'+e^{-2ik_0x_w}g_-'),\qquad \ell=\frac{d}{2\sin\theta}.
\label{gmix}
\end{equation}
To lowest order $g_\pm=c_\pm F$ with $F=\sqrt{2/W}\cos(\pi x/W)$, whose slopes at $x=\mp W/2$ are $\pm F_0'$, with $F_0'^2=2\pi^2/W^3$. Multiply the effective-mass equation for $g_+$ by $F$, that for $F$ by $g_+$, subtract and integrate. Since $F=0$ at the walls,
\begin{align}
\delta E\,c_+&=\frac{\hbar^2}{2m}\Big[F'g_+\Big]_{-W/2}^{W/2}
=\frac{\hbar^2}{2m}\,i\ell F_0'^2\,(e^{-ik_0W}-e^{ik_0W})\,c_-\nonumber\\
&=\frac{\hbar^2\ell}{m}F_0'^2\sin(k_0W)\,c_- .
\end{align}
The $\cos\theta$ terms of the two walls have cancelled. The cubic term of the valley dispersion adds nothing, because $\int FF'''dx\propto\int FF'dx=0$. The even state has $c_+=c_-$ and the odd one $c_+=-c_-$, so the splitting is twice the coefficient, which is Eq.~(\ref{lead}). The cube is the squared envelope slope at a wall, and the sine is the interference of two walls that exchange valleys with phases $e^{\pm ik_0W}$.

Q: Could an experiment separate those two causes?

A: Remove one wall from the problem. Let a force $f$ press the electron against a wall at $x=0$. Multiply $-\frac{\hbar^2}{2m}F''+fxF=EF$ by $F'$ and integrate over $x>0$. The right side vanishes, and $\int xFF'dx=-\frac12$ by parts, so
\begin{equation}
\frac{\hbar^2}{4m}F'(0)^2-\frac f2=0\quad\Rightarrow\quad F'(0)^2=\frac{2mf}{\hbar^2}.
\end{equation}
The valley coupling of one wall has modulus $(\hbar^2/2m)\,\ell F'(0)^2=f\ell$, and the splitting is twice that:
\begin{equation}
\Delta_{\rm one\ wall}=\frac{fd}{\sin\theta}.
\end{equation}
The same-valley term no longer has a partner at a second wall. It equals $-i(\hbar^2/4m)\,d\cot\theta\,F'(0)^2$. The cubic dispersion term, $i(\hbar^2/2m)\,d\cot\theta\int FF'''dx$ with $\int FF'''dx=mf/\hbar^2=\frac12F'(0)^2$, cancels it.

The width has disappeared, and with it the oscillation. This is a weak-field result: the state must extend over many layers and not reach the far wall.

\section{Numbers for a silicon-like chain}

Q: What sizes result?

A: I take rounded inputs of rough silicon size: $d=0.135$ nm, a mass of 0.9 electron masses and $\theta=0.425\pi=1.335$, which puts the minimum 0.85 of the way to the crystal's zone boundary. Then $t_2=0.614$ eV and $t_1=-0.574$ eV.

For $N=64$, $M=66$ and $W=8.91$ nm. With $\sin\theta=0.972$ the envelope is $16\pi^2(0.614)(0.972)/66^3$ eV $=0.328$ meV. Here $M\theta=28.05\pi$, so the leading result is $0.328\sin(0.05\pi)=0.051$ meV. The phase correction is $-0.018$ rad, which lowers it to $0.045$ meV. Diagonalization gives $5.281-5.236=0.045$ meV. Neighbouring widths, in meV:

\begin{center}
\begin{tabular}{cccc}
$N$ & diagonalized & corrected & leading\\
62 & $-0.206$ & $-0.206$ & $-0.211$\\
63 & $-0.319$ & $-0.320$ & $-0.317$\\
64 & $+0.045$ & $+0.045$ & $+0.051$\\
65 & $+0.312$ & $+0.312$ & $+0.313$
\end{tabular}
\end{center}

One layer, from 63 to 64, changes the splitting by a factor of seven. Over $M=60$--$99$ the largest error relative to the envelope is 1.8\% for the leading formula and 0.15\% with the phase correction.

Q: And the cube?

A: It must be read at equal phase. Since $40\theta=17\pi$, the widths $M=100,140,\dots,420$ all sit at a maximum of $|\sin M\theta|$. The diagonalized splittings there fall with fitted power $-3.000$.

For the one-wall case at 10 MV/m, $fd=1.35$ meV and $fd/\sin\theta=1.388$ meV; diagonalization gives 1.389 meV. Wells of 300, 301 and 302 layers agree within one part in a million, as the interference picture requires.

Q: When I change the width by two layers at a time, I see a slow oscillation. Is that another mechanism?

A: In this model it is sampling. The period of $|\sin k_0W|$ is $\pi/\theta=2.35$ layers, or 0.32 nm. For $M=2p$,
\begin{equation}
\sin2p\theta=\sin[p\pi-p(\pi-2\theta)]=(-1)^{p+1}\sin[p(\pi-2\theta)],
\end{equation}
so the modulus repeats after $2\pi/(\pi-2\theta)=13.3$ layers. The zeros of the diagonalized splittings give the same spacing.

\section{Other walls and real wells}

Q: Does every abrupt wall give the cube?

A: No. Equation~(\ref{gmix}) makes the envelope at the wall equal to a length times a slope, and the cube needs that length to stay small compared with $W$. Lower both end-site energies by $t_2$ and this fails. Let $A$ be the matrix with 1 between first neighbours of the open chain. $A^2$ has 1 between second neighbours, and 2 on its diagonal except for 1 at the ends. The altered chain is therefore $t_2(A-2\cos\theta)^2$. The eigenvalues of $A$ are $2\cos[\pi j/(N+1)]$, so
\begin{equation}
E_j=4t_2\Big(\cos\frac{\pi j}{N+1}-\cos\theta\Big)^2,\qquad j=1,\dots,N .
\end{equation}
Let the allowed angle nearest $\theta$ be $u$ spacings away, $|u|\le\frac12$. The next nearest is $1-|u|$ away, and for large $N$
\begin{equation}
\Delta\simeq\frac{4\pi^2t_2\sin^2\theta}{(N+1)^2}\big[(1-|u|)^2-u^2\big]=\frac{4\pi^2t_2\sin^2\theta}{(N+1)^2}(1-2|u|).
\end{equation}
It still oscillates, but under an inverse square; the fitted power is $-2.00$. The states are single sine waves $\sin kn$: each end sends $k$ to $-k$, wholly into the other valley, and the envelopes need not vanish there. Other shifts of the end-site energy keep the cube at large width but change its prefactor: near 100 layers the envelope is about 0.24 times the hard-wall value for a shift of $+t_2$ and about 2.8 times for $-t_2/2$.

Q: How far may I carry this over to my samples?

A: The two-wall interference can carry over where the well is flat, its interfaces are parallel and much sharper than $\pi/k_0$, here 0.32 nm, and alloy disorder is weak. A graded interface couples the valleys more weakly than an abrupt one, though not always monotonically in its width, and disorder or interface steps may themselves set the splitting. Flat is a strict demand. At 10 MV/m the length $(\hbar^2/2mf)^{1/3}$ is 1.6 nm, many layers but well below the 8.9 nm width, so that field is weak for the lattice and strong for the well. The one-wall value $fd/\sin\theta$ equals the two-wall envelope of 0.33 meV near 2.4 MV/m. In this chain the splittings for $N=62$--$65$ span 0.15--0.34 meV at 1 MV/m, 0.42--0.49 meV at 3 MV/m and 1.389--1.391 meV at 10 MV/m, so a few MV/m already remove the severalfold change per layer. The chain leaves out the two-atom cell, the other bands, finite barriers, alloy disorder and interface steps, so its values in meV are not predictions for a device. The expansion also needs $\pi/M$ small compared with both $\theta$ and $\pi-\theta$; otherwise the two valleys are not separate on the scale set by the well. The numerical output below lists the splittings for every width from 60 to 72 layers.

\section*{Calculated quantities}
\begin{verbatim}
layer spacing d = 0.135 nm
mass = 0.9 electron masses
theta = k0 d = 1.33518 rad
k0 = 9.8902 1/nm
t1 = -0.57350 eV
t2 = 0.61417 eV
period of |sin k0 W| = 2.3529 layers
the same period = 0.3176 nm
N, W (nm), E_even-E_odd: exact, corrected, leading (meV)
60 8.370 +0.34851 +0.34907 +0.35257
61 8.505 +0.24984 +0.25029 +0.24494
62 8.640 -0.20563 -0.20603 -0.21146
63 8.775 -0.31918 -0.31960 -0.31726
64 8.910 +0.04539 +0.04549 +0.05131
65 9.045 +0.31174 +0.31211 +0.31259
66 9.180 +0.09746 +0.09764 +0.09268
67 9.315 -0.24183 -0.24216 -0.24477
68 9.450 -0.19740 -0.19768 -0.19442
69 9.585 +0.13369 +0.13391 +0.13767
70 9.720 +0.24129 +0.24155 +0.24030
71 9.855 -0.01507 -0.01510 -0.01902
72 9.990 -0.22902 -0.22925 -0.22986
N=64 even: E = 5.28099 meV, K = 1.334903 rad, Mq/pi = 1.002163
N=64 odd: E = 5.23560 meV, K = 1.334906 rad, Mq/pi = 0.997843
peaks: N, W (nm), splitting (meV), splitting*W^3 (meV nm^3)
98 13.50 0.094250 231.891
178 24.30 0.016168 231.987
258 35.10 0.005365 232.009
338 45.90 0.002399 232.017
418 56.70 0.001273 232.021
formula for splitting*W^3 at peak = 232.029 meV nm^3
fitted power, hard walls = -2.9996
fitted power, end sites lowered by t2 = -1.9963
M=60-99: largest error/envelope, leading 0.01827, corrected 0.001455
M=240-279: largest error/envelope, leading 0.00494, corrected 0.000091
largest quantization residual = 2.6e-13
crossing M=40, j=17: theta = 1.335917 rad, gap = 4.0e-16 eV
beat for two-layer steps: found 13.337, formula 13.333 layers
one wall: field (MV/m), exact, formula splitting (meV)
10.00 1.38925 1.38836
1.25 0.17357 0.17355
\end{verbatim}
